# Biaxial Strain in a Germanium Film from Its Light-Hole Absorption Edge

## Problem

A germanium detector film with a (001) surface is under equal biaxial tension in its plane. Its direct absorption edge from the light-hole band lies 30 meV below the direct edge of unstrained germanium at the same temperature. What is the in-plane strain?

Use linear deformation-potential theory with these rough, typical parameters:

- deformation potential of the direct gap, $a=-9.0$ eV;
- valence-band shear deformation potential, $b=-1.9$ eV;
- elastic constants $C_{11}=129$ GPa and $C_{12}=48$ GPa;
- spin-orbit splitting $\Delta=0.29$ eV;
- unstrained direct gap 0.80 eV at room temperature.

The axes $x$ and $y$ are the cube axes in the film plane, and $z$ is the surface normal. Strain is positive in tension, and an energy shift is negative for a redshift. The strain is uniform and the surface is free of stress. The film is undoped and free of electric field.

"Light hole" means the valence state with total angular momentum $J=3/2$ and projection $J_z=\pm1/2$ on the normal. The "direct edge" is the onset of transitions at the zone centre. Germanium also absorbs weakly below it, because its smallest gap is indirect; that weak absorption is not the edge considered here.

## First estimate by scaling

A deformation potential is an energy shift per unit strain. The potential $a$ gives the change of the direct gap per unit relative change of volume. Stretching the film by $\varepsilon$ in two directions while it contracts in the third changes the volume by a fraction of order $\varepsilon$. If the factor of order one is dropped, and with it the splitting of the valence band,

$$
|\Delta E|\sim |a|\,\varepsilon ,\qquad
\varepsilon\sim\frac{0.030\ \text{eV}}{9.0\ \text{eV}}\approx 0.0033 .
$$

The strain should therefore be a few tenths of a percent. Two things are missing: how much the film contracts along its normal, and how the light-hole level moves relative to the average of the valence band.

## Exact solution of the linear problem

### The contraction along the normal

In a cubic crystal the elastic energy per volume is

$$
U=\tfrac12C_{11}(\varepsilon_{xx}^2+\varepsilon_{yy}^2+\varepsilon_{zz}^2)
+C_{12}(\varepsilon_{xx}\varepsilon_{yy}+\varepsilon_{yy}\varepsilon_{zz}+\varepsilon_{zz}\varepsilon_{xx})
+2C_{44}(\varepsilon_{xy}^2+\varepsilon_{yz}^2+\varepsilon_{zx}^2).
$$

The substrate imposes $\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon$ and $\varepsilon_{xy}=0$. The other three components adjust until $U$ is smallest. Since $C_{44}>0$, the shears $\varepsilon_{yz}$ and $\varepsilon_{zx}$ vanish. For the normal strain,

$$
\frac{\partial U}{\partial\varepsilon_{zz}}
=C_{11}\varepsilon_{zz}+2C_{12}\varepsilon=0 .
$$

This derivative is the stress $\sigma_{zz}$, so the condition says that nothing pulls on the free surface. Hence

$$
\varepsilon_{zz}=-\nu\varepsilon,\qquad \nu=\frac{2C_{12}}{C_{11}}=\frac{96}{129}=0.7442 .
$$

Here $\nu$ is the ratio of normal contraction to biaxial stretch; it is not Poisson's ratio. Two combinations of the strains will be needed:

$$
T=\varepsilon_{xx}+\varepsilon_{yy}+\varepsilon_{zz}=(2-\nu)\varepsilon,
\qquad
\varepsilon_{zz}-\varepsilon_{xx}=-(1+\nu)\varepsilon .
$$

The trace $T$ is the relative change of volume. The second combination measures the distortion of the cubic cell into a tetragonal one.

### The band edges before spin-orbit coupling

The conduction state at the zone centre is a single orbital, unchanged by the tetrahedral symmetry operations about an atom. (Under inversion through a bond centre it changes sign, which does not affect its energy.) To first order its energy can contain the three normal strains only with equal weight, so it moves by $a_cT$.

The valence states are three orbitals $X,Y,Z$ that transform like $x,y,z$ under the same tetrahedral operations. (Under inversion through a bond centre they are even, unlike $x,y,z$; only tetrahedral operations are used below.) A half-turn about $x$ leaves the present strain unchanged, keeps $X$, and reverses $Y$ and $Z$. The strain therefore cannot couple $X$ to $Y$ or $Z$. A half-turn about $y$ likewise excludes a coupling of $Y$ to $Z$. The strain matrix is diagonal.

The mirror operation that exchanges $y$ and $z$ requires $\varepsilon_{yy}$ and $\varepsilon_{zz}$ to act equally on $X$. Cyclic exchange of the axes gives the other two orbitals the same coefficients. With two constants $l$ and $m$,

$$
E_X=l\varepsilon_{xx}+m(\varepsilon_{yy}+\varepsilon_{zz}),\qquad
E_Z=l\varepsilon_{zz}+m(\varepsilon_{xx}+\varepsilon_{yy}),
$$

and $E_Y=E_X$ in this film. The customary constants are $a_v=(l+2m)/3$ and $b=(l-m)/3$, so $l=a_v+2b$ and $m=a_v-b$. Substitution gives

$$
\begin{aligned}
E_Z&=(a_v+2b)\varepsilon_{zz}+2(a_v-b)\varepsilon
=a_vT+2b(\varepsilon_{zz}-\varepsilon),\\
E_X&=(a_v+2b)\varepsilon+(a_v-b)(\varepsilon+\varepsilon_{zz})
=a_vT-b(\varepsilon_{zz}-\varepsilon).
\end{aligned}
$$

Define

$$
Q=b(\varepsilon_{zz}-\varepsilon_{xx})=-b(1+\nu)\varepsilon .
$$

Apart from the common shift $a_vT$, the orbital $Z$ moves by $2Q$, and $X$ and $Y$ move by $-Q$. The three shifts add to zero, as they must once the average has been removed. Because $b<0$, $Q$ is positive in tension.

### The light-hole and heavy-hole states

Spin-orbit coupling, taken as independent of strain, combines the orbitals with spin. The state of largest projection, $J_z=3/2$, has orbital projection 1 and spin up. Lowering its projection by one unit gives the light-hole state. The remaining combination with $J_z=1/2$ belongs to $J=1/2$, the split-off band, which lies $\Delta$ lower:

$$
\begin{aligned}
|hh\rangle&=-\tfrac{1}{\sqrt2}(X+iY)\uparrow,\\
|lh\rangle&=\sqrt{\tfrac23}\,Z\uparrow-\tfrac{1}{\sqrt6}(X+iY)\downarrow,\\
|so\rangle&=\tfrac{1}{\sqrt3}\,Z\uparrow+\tfrac{1}{\sqrt3}(X+iY)\downarrow .
\end{aligned}
$$

The squared norm of $X+iY$ is 2. The light hole is therefore two thirds $Z$ and one third $X,Y$, while the heavy hole has no $Z$ part. The partners with reversed $J_z$ have the same energies by time reversal.

To first order each level moves by the mean value of the strain energy in its own state:

$$
\begin{aligned}
\delta E_{hh}&=a_vT-Q,\\
\delta E_{lh}&=a_vT+\tfrac23(2Q)+\tfrac13(-Q)=a_vT+Q .
\end{aligned}
$$

The two states have different $J_z$, and this strain, symmetric about $z$, does not mix them. In tension the light hole lies above the heavy hole by $2Q$. This follows from its $Z$ character: with $b<0$, the orbital $Z$ is raised whenever $\varepsilon_{zz}<\varepsilon_{xx}$, even without an actual contraction. The sign of $b$ is an input here. In a bond picture it arises because the bonds tilt towards the film plane, so that $Z$ loses part of its $\sigma$ bonding.

### The absorption edge and the strain

The energy of an edge is the conduction level minus the valence level. With $a=a_c-a_v$,

$$
\Delta E_{lh}=a_cT-(a_vT+Q)=aT-Q
=\left[a(2-\nu)+b(1+\nu)\right]\varepsilon .
$$

The last step uses $-Q=+b(1+\nu)\varepsilon$. Both terms are negative in tension: the expansion narrows the gap, and the splitting raises the light hole towards the conduction band. Solving for the strain,

$$
\boxed{\varepsilon=\frac{\Delta E_{lh}}{a(2-\nu)+b(1+\nu)}}
$$

The numbers are

$$
\begin{aligned}
a(2-\nu)&=-9.0\times1.2558=-11.302\ \text{eV},\\
b(1+\nu)&=-1.9\times1.7442=-3.314\ \text{eV},\\
\varepsilon&=\frac{-0.030}{-14.616}=0.00205 .
\end{aligned}
$$

The film is under a biaxial tensile strain of about 0.2 percent. Of the 30 meV, 23.2 meV come from the change of volume and 6.8 meV from the splitting. Along its normal the film contracts by 0.15 percent.

The in-plane stress follows from $\sigma_{xx}=\partial U/\partial\varepsilon_{xx}$, with the derivative taken before the two in-plane strains are set equal:

$$
\sigma_{xx}=C_{11}\varepsilon+C_{12}(\varepsilon+\varepsilon_{zz})
=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)\varepsilon .
$$

The bracket is 141.3 GPa, so the stress is 0.29 GPa.

## Comparison of the estimate with the solution

The estimate gave 0.33 percent and the linear theory gives 0.205 percent. Their ratio follows from the two slopes:

$$
\frac{a(2-\nu)+b(1+\nu)}{a}
=(2-\nu)+\frac ba(1+\nu)
=1.256+0.368=1.62 .
$$

The first term corrects the volume change: two stretched directions contribute 2, and the contraction removes 0.744. The second term is the valence splitting, which the estimate left out. Both make the edge more sensitive than $|a|$ per unit strain, so both lower the inferred strain. Scaling found the right order of magnitude because the total factor, 1.62, is of order one.

The same decomposition shows how errors in the parameters enter. The volume term supplies 77 percent of the slope, so a 10 percent increase of $|a|$ lowers the strain by about 7 percent of its value. The same relative increase of $|b|$ lowers it by little more than 2 percent. If $a$ may lie between $-10$ and $-8$ eV, and $b$ between $-2.9$ and $-1.9$ eV, the inferred strain runs from 0.170 to 0.225 percent. This spread is the reason to state the answer as about 0.2 percent.

## Which edge has been measured?

The heavy-hole edge moves by

$$
\Delta E_{hh}=aT+Q=\left[a(2-\nu)-b(1+\nu)\right]\varepsilon ,
$$

with a slope of $-11.302+3.314=-7.988$ eV. In this film it shifts by $-16.4$ meV and lies 13.6 meV above the light-hole edge. If the observed 30 meV were assigned to the heavy hole, the inferred strain would be $0.030/7.988$, or 0.376 percent. The assignment matters more than the uncertainty of the deformation potentials considered above.

The strengths of the two transitions make the assignment delicate. For light polarised along $x$, the transition to the conduction orbital draws on the $X$ part of the valence state. That part has weight $1/2$ in the heavy hole and $1/6$ in the light hole. At small strain the light-hole transition is thus three times weaker, at equal numbers of available states. The lower edge is the weaker one, and a stronger onset follows closely above it. If broadening hides the first onset, a fit with a single edge can be drawn towards the second.

When both edges are resolved, their separation gives the strain without an unstrained reference:

$$
\Delta E_{hh}-\Delta E_{lh}=2Q=-2b(1+\nu)\varepsilon .
$$

This relation does not contain $a$, and a common shift of both edges cancels. The price is that the inferred strain is inversely proportional to $b$, so the uncertainty of $b$ enters in full.

## The case of compression

The linear formulas also hold for $\varepsilon<0$, but then $Q<0$ and the heavy hole is the upper valence state. The lowest direct edge, whichever band it comes from, shifts by

$$
\Delta E_{\text{lowest}}=aT-|Q| .
$$

As a function of strain this has a kink at $\varepsilon=0$. Its slope is $-14.616$ eV in tension and $-7.988$ eV in compression. In compression the expansion term has become a blueshift, and the splitting opposes it instead of adding to it. A blueshift of the lowest edge by 30 meV would therefore mean a compression of 0.376 percent, not 0.205 percent. The size of a shift does not determine the size of the strain until its sign and its band are known.

## Where linear theory ends

The first-order calculation kept the light-hole state fixed. Strain also mixes it with the split-off state, which has the same $J_z$. The coupling is

$$
\begin{aligned}
\langle lh|H|so\rangle
&=\sqrt{\tfrac23}\,\tfrac1{\sqrt3}(2Q)
+\left(-\tfrac1{\sqrt6}\right)\tfrac1{\sqrt3}\,2(-Q)\\
&=\tfrac{2\sqrt2}{3}Q+\tfrac{\sqrt2}{3}Q=\sqrt2\,Q .
\end{aligned}
$$

The factor 2 in the second term is the squared norm of $X+iY$. The mean strain energy of the split-off state is $\frac13(2Q)+\frac23(-Q)=0$, apart from $a_vT$. Measured from the unstrained valence edge and without $a_vT$, the energies $E$ of the mixed states obey

$$
(Q-E)(-\Delta-E)-2Q^2=0 .
$$

The upper solution is

$$
E=\tfrac12\left[Q-\Delta+\sqrt{(\Delta+Q)^2+8Q^2}\right]
\approx Q+\frac{2Q^2}{\Delta+Q},
$$

where the square root has been expanded for $8Q^2\ll(\Delta+Q)^2$. To second order in strain the correction from this mixing is $2Q^2/\Delta$. It raises the light hole and adds to the redshift.

Here $Q=6.8$ meV and $\Delta=290$ meV, so $2Q^2/\Delta=0.32$ meV. Numerical diagonalisation of all six valence states at the linear strain gives an extra redshift of 0.31 meV, in agreement with the slightly smaller value expected from the denominator $\Delta+Q$. Requiring the six-state model to give a total of 30 meV yields 0.203 percent. The linear result is about 1 percent larger than this. The same 0.31 meV enlarges the separation of the two edges, where it amounts to 2.3 percent of $2Q$. These figures hold within a model whose deformation potentials and elastic constants are constant. In real germanium the curvature of the gap against volume and the nonlinear elastic response are also of second order in strain. Rough literature values put them near 0.1 meV in this film, with the opposite sign, so the 1 percent gives only the size of the nonlinear error.

The relative size of the correction grows in proportion to the strain. By its leading term it would reach 10 percent near a strain of 2 percent; there $Q/\Delta$ is about 0.23, and the square root should be used instead of its expansion; it gives 8 percent, or 23 meV, at that strain. This is a figure of the model: at that strain rough literature values for the nonlinearity of the gap against volume give 6 to 10 meV of the opposite sign. In the opposite limit, $Q\gg\Delta$, the solution tends to $2Q-\Delta/3$; this limit is formal for germanium, since $Q=\Delta$ already needs a strain of about 9 percent. The upper state has then become the pure orbital $Z$, and spin-orbit coupling no longer determines its character.

The mixing also changes the optical strengths. To first order the upper state is $|lh\rangle+\eta|so\rangle$ with $\eta=\sqrt2Q/(\Delta+Q)\approx0.032$. The amplitude of $X\downarrow$ becomes $-1/\sqrt6+\eta/\sqrt3$, which is smaller in magnitude than before. The light-hole transition weakens, and the ratio of heavy-hole to light-hole strength rises from 3 to 3.3 in this film.

## The model beside a real detector

A tensile strain of this size can arise when a germanium film grown on silicon cools down. If the film has relaxed at the growth temperature, it tries to contract more than the silicon on cooling, and the thick substrate prevents it. With a rough mean difference of expansion coefficients of $3\times10^{-6}$ per kelvin and cooling by 700 K, the mismatch is 0.21 percent. These rounded inputs show that the size is plausible; they do not confirm the second digit. In wavelength, the light-hole edge moves from about 1550 nm to about 1610 nm and the heavy-hole edge to about 1580 nm; a change of 5 meV in the unstrained gap would move these values by 10 nm. Light of 1550 nm then lies above both edges, and most of its direct absorption comes from the stronger heavy-hole transitions. The light-hole edge extends a weaker response beyond 1580 nm.

The assumption that a working detector most clearly breaks is the absence of an electric field. A field $F$ lets carriers tunnel into the gap and gives the edge a tail, the Franz-Keldysh effect. Its energy scale follows by equating the kinetic energy of confinement to a length $\ell$ with the potential drop across it, where $\mu$ is the reduced mass of electron and hole:

$$
\frac{\hbar^2}{2\mu\ell^2}=eF\ell
\quad\Rightarrow\quad
eF\ell=\left(\frac{\hbar^2e^2F^2}{2\mu}\right)^{1/3}.
$$

For $\mu=0.02$ electron masses, roughly the value for the light hole moving along the normal (the heavy hole has about 0.03 in that direction), and a residual field of 5 kV/cm this is 7.8 meV. It is a smearing scale and not a rigid shift, but a threshold misread by that amount would change the inferred strain by 0.05 percentage points, a quarter of the result. It is also more than half the separation of the two edges. A field of 5 kV/cm is about the built-in field of an unbiased diode with an intrinsic layer 1000 nm thick. At 1 V reverse bias the field is near 15 kV/cm and the scale is 16 meV, larger than that separation. The measurement should therefore be made with the field in the film as close to zero as possible, or be analysed with a line shape that includes it.

The other departures estimated here are smaller for the stated conditions, provided the edge is fitted with a line shape that includes the exciton:

- **Temperature.** The gap falls by roughly 0.4 meV per kelvin. If the film is 5 K warmer than assumed for the reference, 2 meV of the redshift are thermal, and the strain is overestimated by 0.014 percentage points.
- **Silicon in the film.** Silicon widens the direct gap, by roughly 3 eV times its fraction at small content. A content of 0.1 percent hides 3 meV of redshift, so the strain is underestimated by 0.021 percentage points. At 1 percent silicon the same slope would cancel the whole observed shift.
- **Exciton binding.** In the hydrogen model the binding energy is the Rydberg energy times $\mu/\epsilon_r^2$, with $\mu$ in electron masses. For relative permittivity $\epsilon_r=16$ and $\mu=0.02$ it is 1.1 meV; the mass averaged over directions, about 0.025, gives 1.3 meV. The unstrained reference has an exciton as well, so in a fit that includes the exciton the error is of the order of the difference of the two binding energies. The attraction also enhances the absorption above the edge. A plain square-root extrapolation can then misplace the edge by many binding energies, about 25 meV for a binding of 1.1 meV when fitted 10 to 30 meV above the gap, and this offset cancels only in part against the reference. At 5 kV/cm the potential drop across the exciton radius of 42 nm is 21 meV, so the bound state does not survive such a field.
- **Confinement.** In a film 1000 nm thick the energy $\hbar^2\pi^2/(2\mu L^2)$, with $L$ the thickness, is 0.02 meV and can be neglected.

Heavy doping, as in contact layers, also shifts and broadens the edge. It has not been estimated here, so the result applies to the undoped part of the film. The numerical output lists the values used.

## Numbers as computed

```
gap deformation potential a: -9.0 eV
shear deformation potential b: -1.9 eV
C11: 129 GPa
C12: 48 GPa
spin-orbit splitting: 0.29 eV
unstrained direct gap: 0.80 eV
observed light-hole shift: -30.0 meV
strain ratio nu: 0.7442
trace factor 2-nu: 1.2558
tetragonal factor 1+nu: 1.7442
hydrostatic slope: -11.302 eV per unit strain
shear slope: -3.314 eV per unit strain
light-hole slope: -14.616 eV per unit strain
heavy-hole slope: -7.988 eV per unit strain
in-plane strain, linear: 0.2053 percent
normal strain: -0.1527 percent
biaxial modulus: 141.3 GPa
in-plane stress: 0.290 GPa
hydrostatic part of shift: -23.20 meV
shear part of shift: -6.80 meV
heavy-hole edge shift: -16.40 meV
splitting of the two edges: 13.60 meV
strain if edge taken as heavy hole: 0.376 percent
unstrained edge wavelength: 1550 nm
light-hole edge wavelength: 1610 nm
hh/lh strength, small strain: 3.000
hh/lh strength, this film: 3.298
split-off term 2Q^2/Delta: 0.319 meV
extra redshift, six bands: 0.311 meV
in-plane strain, six bands: 0.2032 percent
range of a: -10.0 to -8.0 eV
range of b: -2.9 to -1.9 eV
strain range from a and b: 0.170 to 0.225 percent
gap change with temperature: -0.4 meV/K
reference error for 5 K: 2.0 meV, 0.014 percent strain
gap change with Si fraction: 3.0 eV
blueshift for 0.1 percent Si: 3.0 meV, 0.021 percent strain
reduced mass: 0.02 electron masses
relative permittivity: 16
residual field: 5.0 kV/cm
Franz-Keldysh energy: 7.81 meV, 0.053 percent strain
exciton binding: 1.06 meV, 0.0073 percent strain
film thickness: 1000 nm
confinement energy: 0.0188 meV
expansion difference: 3.0 per million per K
cooling after growth: 700 K
thermal mismatch strain: 0.21 percent
```
